Weighted histogram equations for umbrella-sampled polarization from maximum likelihood, part 2

The aim is the free-energy profile F(P) of a ferroelectric cell along its polarization P, from simulations (windows) k that each add a known bias energy w_k(P). Energies are in eV and polarizations in µC/cm²; β = 1/(kT), and ε₀ and ħ have their usual meanings.

Simulation k has N_k samples, n_kl of them in bin l, with centre P_l and width h. With M_l = Σ_k n_kl, c_kl = exp[−βw_k(P_l)] and unbiased bin probability p_l, the likelihood L is greatest when

p_l = M_l / Σ_k N_k f_k c_kl,   1/f_k = Σ_l c_kl p_l.

These are the weighted histogram equations. They give the profile F_l = −kT ln p_l + constant and the free energy of switching on bias k, A_k = kT ln f_k. They rest on π_kl = f_k c_kl p_l for the probability of bin l in simulation k, with a relative error of order h². If all c_kl and M_l are positive, the maximum is unique. Direct iteration never lowers L, but each step only averages the errors of ln f_k over simulations that share bins, so it can be slow.

Let H be the matrix of second derivatives of −ln L with respect to ln p_l, and H_r the same without the row and column of reference bin j. Then

sd(F_i − F_j) ≈ kT [(H_r⁻¹)_ii]^(1/2).   (8)

For biases w_k = (κ/2)(P − P_k)² with centres spaced by s, and F nearly quadratic within each window, the mean P̄_k of P satisfies F′(P̄_k) = κ(P_k − P̄_k), and the variance is σ² = kT/(κ + F″). The error carried along the chain is

error of F per window ≈ κ s σ/√N_k.   (9)

Independent windows add in quadrature.

For correlated samples, g_k = N_k var(mean of P)/var(P), and n_kl/g_k and N_k/g_k replace n_kl and N_k.

Without bias, 68,000 independent samples of the model cell are expected to put 3×10⁻⁷ counts in the saddle bin.

### 2.4 The model cell

The cell has a volume Ω = 1 nm³ and a temperature of 300 K, so kT = 0.02585 eV. Its profile is

F(P) = B[(P/P_s)² − 1]²,   B = 0.600 eV,   P_s = 50 µC/cm².

The barrier is 0.600/0.02585 = 23.2 kT. This explains the 3×10⁻⁷ saddle counts expected without bias: even a million times as many samples would be expected to give less than one count there.

The stiffness is κ = 0.003 eV/(µC/cm²)². It must exceed the negative curvature at the saddle, or a window placed there would split into two peaks. Differentiating F twice gives F″(0) = −4B/P_s² = −0.00096 in the same unit. The total curvature is 0.00204, and

σ = (0.02585/0.00204)^(1/2) = 3.56 µC/cm²,

which is within 1% of the width of the full biased distribution.

There are 27 windows, centred from −65 to 65 µC/cm² in steps of 5. Each has 2,000 samples, except the seven with centres within 15 µC/cm² of zero, which have 4,000. The total is 20 × 2,000 + 7 × 4,000 = 68,000. Bins are 1 µC/cm² wide. The counts were drawn as independent samples from integrals of the continuous biased density over each bin, so the approximation π_kl = f_k c_kl p_l was not used to create the data.

The barrier is the difference between the saddle bin and the bin at +50 µC/cm². With D_l = Σ_k N_k f_k c_kl,

F_saddle − F_well = kT ln(M_well/M_saddle) + kT ln(D_saddle/D_well).

The first term is 0.02585 ln(691/573) = 0.0048 eV. The total is 0.6004 eV, or 0.0221 hartree, so the second term supplies 0.5956 eV. Almost the whole barrier is contained in the bias factors and the fitted f_k.

The exact barrier for these bins is 0.5999 eV, and the estimate is 0.6004 eV. The difference of 0.0005 eV is well within the standard deviation of 0.0030 eV predicted by (8). The rough formula (9) gives a similar size. With σ ≈ 3 µC/cm² and N_k = 2,000, each window contributes 0.003 × 5 × 3/√2000 = 0.0010 eV, and ten windows give 0.0010 × √10 = 0.003 eV. This somewhat overstates the chain term, because the central windows have 4,000 samples. It also leaves out the counting noise of the two end bins, 0.02585 × (1/573 + 1/691)^(1/2) = 0.0015 eV, which is about a quarter of the variance given by (8).

The two wells have equal free energy by symmetry. The estimate of their difference is 0.005 eV, with a predicted standard deviation of 0.004 eV. For the window centred at zero, the fitted A_k is 0.617 eV and the exact value 0.619 eV.

### 2.5 Tests of the equations and errors

The likelihood was also maximized directly in a smaller problem with ten bins and three simulations of 400, 600 and 500 samples: one unbiased, one with a linear bias and one with a harmonic bias. A general minimizer, which knew nothing of the weighted histogram equations, was started from two random points. Its ln p_l differed from the solution of those equations by at most 1.2×10⁻⁶.

For the model cell, direct iteration took 2,544 steps before the largest change in any ln f_k fell below 10⁻¹⁰. This is the slow averaging along the chain described in Part 1. The lowest change in ln L between steps was −7×10⁻¹⁰. That is the size of rounding error in a sum of order 10⁶, so the test of monotone ascent holds to numerical precision. Newton's method gave the same barrier within 10⁻⁶ eV.

Repeating the whole experiment 300 times with new random counts gave a spread of 0.0031 eV in the barrier, against the predicted 0.0030 eV. The mean was 0.6001 eV.

To isolate the effect of finite bins, random counts were replaced by their exact expectations. The error relative to the exact barrier for the same bins was 5.8×10⁻⁴ eV at a width of 2.5 µC/cm², 1.5×10⁻⁴ eV at 1.25, and 3.7×10⁻⁵ eV at 0.625. Each halving reduces it about fourfold, as an error of order h² should. At the width used, 1 µC/cm², it is 9×10⁻⁵ eV, about 3% of the statistical error.

Overlap was tested by keeping every third window and dividing the same 68,000 samples equally among the nine that remain. The stiffness was held fixed. The predicted standard deviation rose from 0.0030 to 0.0091 eV. The size of the rise depends on which third is kept; this set runs from −65 to 55 µC/cm² and has no window centred at the saddle. Where neighbouring distributions scarcely share bins, their relative constant rests on few counts. In H this appears as a direction of small curvature: shifting one group of bins against another costs little likelihood. The soft biases still guarantee a unique maximum, so the equations return a definite answer even when its error is large.

Correlation was tested with Metropolis simulations of 2,000 steps in each window, repeated in 200 independent copies. The inefficiencies g_k ranged from 5.5 to 14.5. The barrier, computed with the corrected counts, varied among copies by 0.0110 eV. Treating every step as independent predicts 0.0036 eV, which is too small by a factor of three. Effective counts predict 0.0119 eV, which is 8% above the observed spread. A standard deviation found from 200 copies is itself uncertain by about 1/√(2 × 200) = 5%, but chance is not the only source of the difference. The g_k measure the correlation of P, whereas the equations use bin counts, whose correlation times can differ. The correction is therefore approximate, and here it somewhat overestimates the error. Here g_k was measured from the scatter among copies. With a single run it must be estimated from the autocorrelation of P or from block averages, and the run must be much longer than the correlation time.

### 2.6 Effects outside the model

**Temperature of analysis.** Exact expected counts at 300 K were analysed as though the temperature were 310 K. The barrier remained 0.600 eV. An unbiased histogram read in the same way would give a barrier too large by the factor 310/300, an error of 0.02 eV. The insensitivity fits the slope relation F′(P̄_k) = κ(P_k − P̄_k), which contains no temperature. It was shown for closely spaced windows and is weaker when they overlap less, because the shape of each histogram, which does depend on temperature, then matters more. It concerns a wrong temperature label on a fixed F; the free energy of a real crystal itself changes with temperature.

**Electrode screening.** The profile above assumes perfect screening of the polarization charge. Let the electrodes of a short-circuited film of thickness t have a combined effective screening length λ, with ε_b λ much smaller than t, where ε_b is the background relative permittivity of the film. The unscreened part of the charge produces a field of magnitude Pλ/(ε₀t) opposing P. Integrating this field over P gives an energy ΩP²λ/(2ε₀t) for the cell. For λ = 0.01 nm and t = 10 nm, the field at P_s is 0.56 MV/cm. Write the added energy at P_s as b = 0.0881 eV, and put u = (P/P_s)². The energy B(u − 1)² + bu has its minimum at u = 1 − b/(2B), and the barrier from there to u = 0 is

B[1 − b/(2B)]² = 0.600 × (1 − 0.0734)² = 0.515 eV.

The change of −0.085 eV is nearly thirty times the statistical error. It depends strongly on the assumed λ: for λ = 0.05 nm the same formula gives b = 0.44 eV and a barrier of about 0.24 eV.

**Quantum motion.** Classical sampling omits the quantum part of the vibrational free energy. For one harmonic mode of angular frequency ω this is kT ln[sinh(y/2)/(y/2)], with y = ħω/kT. A polar mode at a rough 250 cm⁻¹ contributes 0.0015 eV. A barrier is affected by the difference between saddle and well, summed over all modes. The single-mode value sets a scale and is not a bound.

**Size.** At a fixed energy density, the barrier for uniform reversal is proportional to volume. For 1,000 nm³ it would be 600 eV. A path on which a small reversed region forms and grows avoids this cost, so the uniform profile must not be scaled up to predict the switching rate of a film.

### 2.7 Comparison with hafnia capacitors

The parameters were chosen to lie in the rough regime of ferroelectric hafnia and are not a computed hafnia energy surface. A polarization of 50 µC/cm² is close to values calculated for the ideal polar crystal. Measured remanent polarizations of polycrystalline films about 10 nm thick are roughly 10 to 30 µC/cm². Differences in grain orientation and phase lower the value. The largest slope of F divided by Ω gives an intrinsic switching field of 2.96 MV/cm in the model, against coercive fields of roughly 1 to 2 MV/cm in films. The barrier density was chosen to give a field of this order; calculated barriers depend strongly on the switching path and may be several times larger. In the outermost window, the mean bias force corresponds to 3.25 MV/cm, below a rough breakdown field of 5 MV/cm. Breakdown does not occur in the simulation, but the comparison shows that the end states are not far beyond experimental fields. Real devices break the assumption of perfect screening, which here moves the barrier by 14% for the stated screening length. They also break the assumption of uniform reversal. That error can be far larger, and this one-coordinate model cannot give its size.

### 2.8 Conditions for use

The derivation requires equilibrium within every window. Polarization may not be the only slow coordinate. In hafnia, reversal can follow different motions of the oxygen atoms, and two simulations with similar P may remain on different paths. The equations then combine incompatible histograms without giving a warning. The separate estimates n_kl/(N_k f_k c_kl) provide a check: where two windows overlap, they must agree within their errors. Agreement is necessary but not sufficient. If the two paths differ in free energy by a constant throughout the overlap, the fitted f_k absorb that constant, and the estimates agree although the combined profile is wrong. Starting the same windows from opposite polarizations provides a second check. Disagreement calls for longer runs or a second biased coordinate, not for more iterations.

The result is the profile of the interatomic potential that was sampled. Statistical precision says nothing about the accuracy of that potential.

For implementation, the following order is sufficient.

1. Choose κ larger than the greatest negative curvature of F, and a spacing that lets neighbouring histograms share many counts.
2. Discard the initial relaxation of each run, estimate g_k, and form n_kl/g_k and N_k/g_k.
3. Choose bins so narrow that βw and βF change little over one bin in the region each window visits, but no narrower, because the counting noise of single bins grows as h shrinks. With finite data, halving h changes F_i − F_j by about kT(1/M_i + 1/M_j)^(1/2) through chance alone, so only a larger change signals a bin-width error.
4. Evaluate the sums with logarithms where factors underflow. A vanishing c_kl is harmless if other windows cover that bin and the chain remains linked.
5. Solve by Newton's method, or by iteration with the remaining error estimated from the rate of convergence.
6. Report free-energy differences with the error from (8), and mark empty bins as unsampled.

The numerical output below lists the inputs and results of the model cell.

Values computed for the example and the checks

```
temperature: 300 K
thermal energy kT: 0.02585 eV
cell volume: 1.0 nm3
well polarization: 50 uC/cm2
input barrier: 0.600 eV
bias stiffness: 0.0030 eV/(uC/cm2)^2
windows: 27, from -65 to 65 uC/cm2
window spacing: 5.0 uC/cm2
bin width: 1.00 uC/cm2
samples per window: 2000; 4000 for |centre| <= 15 uC/cm2
total samples: 68000
central window sd of P: 3.56 uC/cm2
counts in saddle bin, all windows: 573
counts in +well bin, all windows: 691
expected unbiased saddle counts, same total: 3.06e-07
direct likelihood, max difference in ln p: 1.2e-06
self-consistent iterations: 2544
smallest likelihood change per iteration: -7.0e-10
barrier from histograms: 0.6004 eV
same barrier: 0.02207 hartree
exact bin-averaged barrier: 0.5999 eV
predicted sd of barrier: 0.0030 eV
spread of barrier, 300 repeats: 0.0031 eV
mean barrier, 300 repeats: 0.6001 eV
F(-well) - F(+well): 0.0053 eV
predicted sd of well difference: 0.0040 eV
central window free energy, fitted: 0.6169 eV
central window free energy, exact: 0.6190 eV
barrier bin error, width 2.500 uC/cm2: 5.76e-04 eV
barrier bin error, width 1.250 uC/cm2: 1.46e-04 eV
barrier bin error, width 1.000 uC/cm2: 9.33e-05 eV
barrier bin error, width 0.625 uC/cm2: 3.65e-05 eV
predicted sd, every third window: 0.0091 eV
Metropolis: 2000 steps per window, 200 copies
statistical inefficiency range: 5.5 to 14.5
Metropolis barrier spread: 0.0110 eV
predicted sd ignoring correlation: 0.0036 eV
predicted sd with effective counts: 0.0119 eV
barrier if analysed at 310 K: 0.6000 eV
intrinsic switching field: 2.96 MV/cm
mean bias field, end window: 3.25 MV/cm
rough breakdown field (input): 5.0 MV/cm
screening length, film (inputs): 0.01, 10 nm
depolarizing field at well: 0.56 MV/cm
barrier with imperfect screening: 0.515 eV
rough polar mode (input): 250 1/cm
quantum free-energy shift, one mode: 0.0015 eV
uniform barrier for 1000 nm3: 600 eV
```
